# Classical mobility of a surface channel with diffuse reflection

## What goes wrong with the bulk mobility

Carriers pressed against a rough surface lose their drift in two ways: by collisions in the bulk of the material and by collisions with the surface. If the surface is ignored, the mobility can be badly wrong. In the example worked out below, the bulk value is 5863 cm²/(V s), but at a confining field of 30 kV/cm the classical model with a fully diffuse surface gives only 601 cm²/(V s), a value whose limits are discussed in the last section.

The obvious repair is to add the surface collision rate to the bulk collision rate. At the same field this gives a mobility 46% above the correct result of the model. The fault lies in the statistics: a carrier held by a constant force does not return to the surface at random moments. The timing of its hops has to be followed.

## The model

The material fills $z>0$. A constant force of magnitude $F=qE_s$ pushes each carrier towards the surface at $z=0$, so the potential energy is $U=Fz$. Here $q>0$ is the magnitude of the charge and $E_s$ that of the surface field. The mass $m$ is isotropic. The carriers are classical and nondegenerate, at temperature $T$; $k$ is Boltzmann's constant.

A weak field $E_x$ drives the current. The $x$ axis points along the force $qE_x$, so drift velocity and mobility are positive. Mobility means the coefficient of the term linear in $E_x$.

Bulk collisions occur at a rate $1/\tau$ that does not depend on velocity, and they randomize the direction of motion. Surface reflection is diffuse: at each launch speed normal to the surface, the velocity of the emitted carriers along the surface is distributed evenly about zero, whatever they had on arrival. A zero mean taken over all launch speeds together would not be enough, because fast and slow launches make hops of different length. The reflection also leaves thermal equilibrium unchanged.

Three quantities set the scales:

$$v_T=\sqrt{\frac{2kT}{m}},\qquad t_F=\frac{mv_T}{F}=\frac{\sqrt{2mkT}}{F},\qquad \alpha=\frac{t_F}{\tau}.$$

The time $t_F$ is what the force needs to stop a carrier leaving the surface with normal speed $v_T$. Small $\alpha$ therefore means many surface hits between bulk collisions. At fixed $m$, $T$ and $\tau$ it corresponds to a strong confining field.

## Simple case: no bulk collisions

Let $\tau\to\infty$. A carrier leaves the surface with normal speed $v_0$, rises, and falls back. Its normal velocity is $v_0-Ft/m$, which reaches $-v_0$ at the time

$$\mathcal T=\frac{2mv_0}{F}=2u\,t_F,\qquad u=\frac{v_0}{v_T}.$$

During the hop the velocity along $x$ is $v_{x0}+(qE_x/m)t$. The initial part $v_{x0}$ averages to zero because emission is diffuse. The mean displacement gained in a hop of duration $\mathcal T$ is thus $(qE_x/m)\mathcal T^2/2$. Over many hops, the drift velocity is total displacement divided by total time:

$$\bar v_x=\frac{qE_x}{m}\,\frac{\langle \mathcal T^2\rangle_h}{2\langle \mathcal T\rangle_h}.$$

The subscript $h$ marks an average over hops. To evaluate it we need the distribution of launch speeds. In equilibrium the number of carriers leaving the surface per unit time is the density at that normal velocity times the velocity itself, so the weight is $v_0e^{-mv_0^2/2kT}dv_0$, or $u e^{-u^2}du$. The integrals needed are

$$\int_0^\infty ue^{-u^2}du=\frac12,\qquad \int_0^\infty u^2e^{-u^2}du=\frac{\sqrt\pi}{4},\qquad \int_0^\infty u^3e^{-u^2}du=\frac12.$$

Hence $\langle u\rangle_h=\sqrt\pi/2$ and $\langle u^2\rangle_h=1$, which give

$$\langle \mathcal T\rangle_h=\sqrt\pi\,t_F,\qquad \langle \mathcal T^2\rangle_h=4t_F^2,\qquad \frac{\langle \mathcal T^2\rangle_h}{2\langle \mathcal T\rangle_h}=\frac{2}{\sqrt\pi}\,t_F.$$

The last quantity is the mean time since launch, seen at a random moment. Multiplying by $q/m$ and using $F=qE_s$,

$$\mu=\frac{q}{m}\,\frac{2}{\sqrt\pi}\,\frac{\sqrt{2mkT}}{qE_s}=\frac{1}{E_s}\sqrt{\frac{8kT}{\pi m}}=\frac{\bar v}{E_s}.$$

Here $\bar v=\sqrt{8kT/(\pi m)}$ is the mean thermal speed in three dimensions. The mobility falls as the inverse of the confining field: a stronger force shortens every hop in proportion, and with it the time available for acceleration.

**Check on a limit.** As $E_s\to0$ this mobility diverges. That is correct without bulk collisions, since the hops become endlessly long, but it cannot hold in a real material, where the mobility must saturate at $\mu_B=q\tau/m$. The general case has to join these two behaviours.

## General case: the kinetic equation

With bulk collisions a carrier can be deflected in mid-flight, so single hops no longer suffice. Let $f(z,\mathbf v)$ be the steady distribution. It obeys

$$v_z\frac{\partial f}{\partial z}-\frac Fm\frac{\partial f}{\partial v_z}+\frac{qE_x}{m}\frac{\partial f}{\partial v_x}=C[f],$$

where $C$ describes bulk collisions. The minus sign appears because the confining force points towards negative $z$.

For $E_x=0$ the solution is $f_0\propto\exp[-(mv^2/2+Fz)/kT]$. The first term of the equation gives $-v_zFf_0/kT$, the second gives $+Fv_zf_0/kT$, and they cancel. Collisions and the surface leave $f_0$ unchanged by assumption.

Now write $f=f_0+f_1$ with $f_1$ linear in $E_x$. The driving term is evaluated with $\partial f_0/\partial v_x=-(mv_x/kT)f_0$. Since this is odd in $v_x$, so is $f_1$. Collisions remove carriers at the rate $f_1/\tau$. They also return carriers with random directions, but that contribution is an average of $f_1$ over directions, and it vanishes because $f_1$ is odd. Therefore $C[f_1]=-f_1/\tau$, and

$$v_z\frac{\partial f_1}{\partial z}-\frac Fm\frac{\partial f_1}{\partial v_z}+\frac{f_1}{\tau}=\frac{qE_xv_x}{kT}f_0.$$

In an unbounded material the solution would be $f_1=(qE_x\tau v_x/kT)f_0$. We measure the effect of the surface by a factor $h$:

$$f_1=\frac{qE_x\tau v_x}{kT}\,f_0\,h(z,v_z).$$

The first two terms of the equation annihilate $f_0$ and do not act on $v_x$, so they act on $h$ alone. Dividing by the common factor leaves

$$v_z\frac{\partial h}{\partial z}-\frac Fm\frac{\partial h}{\partial v_z}=\frac{1-h}{\tau}.$$

The surface supplies the boundary condition. Diffuse emission has no part odd in $v_x$, so $f_1=0$ for carriers leaving the surface:

$$h(0,v_z)=0\quad\text{for } v_z>0.$$

**Check on a specular surface.** A mirror reverses $v_z$ and keeps $v_x$, so the condition becomes $h(0,v_z)=h(0,-v_z)$. Then $h=1$ satisfies both the equation and the boundary condition, and the bulk mobility is recovered. Confinement by itself does not lower the mobility in this model; the loss of drift at the surface does.

## Solution along the ballistic arcs

The left side of the equation for $h$ is the rate of change of $h$ along a collisionless path, on which $dz/dt=v_z$ and $dv_z/dt=-F/m$. Traced backwards, each such path meets the surface, because the potential rises without limit. Let $t$ be the time since it left. Then $dh/dt=(1-h)/\tau$ with $h=0$ at $t=0$, and

$$h=1-e^{-t/\tau}.$$

Energy conservation fixes the launch speed belonging to the point $(z,v_z)$, and the constant deceleration fixes the time:

$$v_0=\sqrt{v_z^2+\frac{2Fz}{m}},\qquad t=\frac{m(v_0-v_z)}{F}.$$

The meaning of $h$ is direct. Looking back from the present, the chance that no bulk collision occurred in the last $s$ is $e^{-s/\tau}$, and the surface cuts off the search at $s=t$. The mean time since drift was last erased is then

$$\int_0^t e^{-s/\tau}ds=\tau\left(1-e^{-t/\tau}\right)=\tau h.$$

So $\tau h$ replaces $\tau$ as the time during which a carrier at $(z,v_z)$ has been accelerated.

**Check on a limit.** High above the surface, $t\gg\tau$ and $h\to1$, the bulk value. For $t\ll\tau$ we get $\tau h\to t$, as in the case without bulk collisions.

## Average over the channel

The mean drift velocity is $\int v_xf_1$ divided by $\int f_0$, both taken over $z$ and $\mathbf v$. The factor $h$ does not contain $v_x$, so the average over $v_x$ separates and gives $\langle v_x^2\rangle=kT/m$:

$$\bar v_x=\frac{qE_x\tau}{kT}\,\frac{kT}{m}\,\langle h\rangle=\mu_BE_x\langle h\rangle.$$

The reduction factor is therefore

$$R\equiv\frac{\mu}{\mu_B}=\langle h\rangle=1-\left\langle e^{-t/\tau}\right\rangle,$$

with the equilibrium weight $\exp[-(mv_z^2/2+Fz)/kT]\,dz\,dv_z$.

This average is simplest in the variables $v_0$ and $t$, because the weight depends on $v_0$ alone. From

$$z=v_0t-\frac{Ft^2}{2m},\qquad v_z=v_0-\frac{Ft}{m},$$

the Jacobian determinant is

$$\frac{\partial z}{\partial v_0}\frac{\partial v_z}{\partial t}-\frac{\partial z}{\partial t}\frac{\partial v_z}{\partial v_0}=-\frac{Ft}{m}-\left(v_0-\frac{Ft}{m}\right)=-v_0.$$

Thus $dz\,dv_z=v_0\,dv_0\,dt$, with $0<t<\mathcal T=2mv_0/F$. The factor $v_0$ is the same flux weight that appeared in the simple case. In terms of $u$, the hop time is $\mathcal T=2\alpha u\tau$. The integral of $e^{-t/\tau}$ over $t$ gives $\tau(1-e^{-2\alpha u})$, and the normalization gives $2\alpha u\tau$. Hence

$$1-R=\frac{\displaystyle\int_0^\infty ue^{-u^2}\left(1-e^{-2\alpha u}\right)du}{\displaystyle2\alpha\int_0^\infty u^2e^{-u^2}du}.$$

The denominator is $\alpha\sqrt\pi/2$. For the numerator, define

$$J=\int_0^\infty ue^{-u^2-2\alpha u}du,\qquad K=\int_0^\infty e^{-u^2-2\alpha u}du.$$

The derivative of $e^{-u^2-2\alpha u}$ is $-(2u+2\alpha)e^{-u^2-2\alpha u}$. Integrating it from zero to infinity gives $-1$ on one side and $-2J-2\alpha K$ on the other, so $J=\tfrac12-\alpha K$. The numerator is $\tfrac12-J=\alpha K$.

To find $K$, complete the square, $u^2+2\alpha u=(u+\alpha)^2-\alpha^2$, and put $s=u+\alpha$:

$$K=e^{\alpha^2}\int_\alpha^\infty e^{-s^2}ds=\frac{\sqrt\pi}{2}\,e^{\alpha^2}\operatorname{erfc}\alpha.$$

Dividing $\alpha K$ by $\alpha\sqrt\pi/2$ gives Schrieffer's result:

$$\boxed{\frac{\mu}{\mu_B}=1-e^{\alpha^2}\left(1-\operatorname{erf}\alpha\right),\qquad \alpha=\frac{\sqrt{2mkT}}{qE_s\tau}}$$

**Check by simulation.** Carriers were followed from event to event, with a new thermal normal velocity after every bulk collision, diffuse emission at the surface, and the drift gained from $E_x$ set to zero at each bulk collision and each diffuse hit. This route does not use $h$. At $\alpha=1$ it gives $R=0.5725\pm0.0002$, against 0.5724 from the formula. With a specular surface it gives $0.9997\pm0.0006$, consistent with the bulk mobility.

## Strong-field limit

For small $\alpha$, use $e^{\alpha^2}=1+\alpha^2+\dots$ and $\operatorname{erfc}\alpha=1-(2/\sqrt\pi)(\alpha-\alpha^3/3+\dots)$. Their product is

$$e^{\alpha^2}\operatorname{erfc}\alpha=1-\frac{2\alpha}{\sqrt\pi}+\alpha^2-\frac{4\alpha^3}{3\sqrt\pi}+\dots,$$

where the cubic term collects $-(2/\sqrt\pi)(1-\tfrac13)\alpha^3$. Therefore

$$R=\frac{2\alpha}{\sqrt\pi}-\alpha^2+\frac{4\alpha^3}{3\sqrt\pi}-\dots$$

The leading term gives

$$\mu\to\frac{q\tau}{m}\,\frac{2}{\sqrt\pi}\,\frac{\sqrt{2mkT}}{qE_s\tau}=\frac{\bar v}{E_s}.$$

The relaxation time cancels, and the simple case is recovered.

For the fully diffuse surface assumed here, the asymptote is also an upper bound at every field. Since $1-e^{-x}<x$ for $x>0$, we have $R<\langle t\rangle/\tau=2\alpha/\sqrt\pi$. Together with $R<1$, this says that the mobility lies below both $\mu_B$ and $\bar v/E_s$.

The approach to the asymptote is slow. Dividing the leading term by the series shows that the asymptote exceeds the true mobility by a fraction $\sqrt\pi\,\alpha/2$ to first order, so an accuracy of 10% requires $\alpha$ near 0.1.

## Weak-field limit and the rule of added rates

For large $\alpha$ the factor $e^{-2\alpha u}$ in $K$ confines the integral to small $u$. Expanding $e^{-u^2}=1-u^2+\dots$ gives

$$K=\frac{1}{2\alpha}-\frac{1}{4\alpha^3}+\dots,\qquad R=1-\frac{2K}{\sqrt\pi}=1-\frac{1}{\sqrt\pi\,\alpha}+\frac{1}{2\sqrt\pi\,\alpha^3}-\dots$$

The first correction is a collision count. The equilibrium flux onto the surface is $n(0)\sqrt{kT/(2\pi m)}$, where $n(0)$ is the density at the surface. The density falls as $e^{-Fz/kT}$, so the number of carriers per unit area is $n(0)kT/F$. The surface collision rate per carrier is the ratio

$$\nu_s=\frac{F}{\sqrt{2\pi mkT}},\qquad \nu_s\tau=\frac{1}{\sqrt\pi\,\alpha}.$$

In a weak field, then, $R\simeq1-\nu_s\tau$.

Adding the rates, $1/\tau+\nu_s$, would give

$$R_M=\frac{1}{1+\nu_s\tau}.$$

This has the right first correction in a weak field. In a strong field it tends to $1/(\nu_s\tau)=\sqrt\pi\,\alpha$, whereas the correct limit is $2\alpha/\sqrt\pi$. It is too large by the factor $\pi/2$.

The simple case shows why. For collisions at random moments with a constant rate, the intervals are exponentially distributed, $\langle\mathcal T^2\rangle_h=2\langle\mathcal T\rangle_h^2$, and the mean time since the last collision equals the mean interval. For hops in a linear potential,

$$\frac{\langle\mathcal T^2\rangle_h}{2\langle\mathcal T\rangle_h^2}=\frac{4t_F^2}{2\pi t_F^2}=\frac2\pi.$$

The hop durations are less scattered than exponential intervals. The fraction of hops longer than $r$ times the mean is $e^{-\pi r^2/4}$, since $u>r\sqrt\pi/2$ has probability $e^{-u^2}$ at that bound, against $e^{-r}$ for exponential intervals. For $r>4/\pi$ the first is the smaller: the long hops, in which a carrier gains the most drift, are rarer than the added-rates rule supposes.

## Numbers for round parameters

Take $m=0.3$ electron masses, $T=300$ K and $\tau=1$ ps. These are model parameters, not data for a particular material. They give $\mu_B=5863$ cm²/(V s) and $\bar v=1.965\times10^7$ cm/s.

At $E_s=10$ kV/cm the asymptotic mobility is

$$\frac{\bar v}{E_s}=\frac{1.965\times10^7\ \text{cm/s}}{10^4\ \text{V/cm}}=1965\ \text{cm}^2/(\text{V s}).$$

Its ratio to $\mu_B$ is $2\alpha/\sqrt\pi$, so $\alpha=(\sqrt\pi/2)(1965/5863)=0.297$. The full formula then gives $R=0.2633$ and

$$\mu=0.2633\times5863\ \text{cm}^2/(\text{V s})=1544\ \text{cm}^2/(\text{V s}).$$

The results for four fields are as follows, with mobilities in cm²/(V s):

| $E_s$ (kV/cm) | $\alpha$ | $R$ | $R_M$ | $\mu$ | $\bar v/E_s$ |
|---|---|---|---|---|---|
| 1 | 2.97 | 0.819 | 0.840 | 4804 | 19646 |
| 3 | 0.990 | 0.570 | 0.637 | 3340 | 6549 |
| 10 | 0.297 | 0.263 | 0.345 | 1544 | 1965 |
| 30 | 0.099 | 0.103 | 0.149 | 601 | 655 |

At 1 kV/cm the added-rates estimate is within 3% of $R$, while the asymptote is too large by a factor of four. At 30 kV/cm the asymptote is 9% above the true mobility. From 10 to 30 kV/cm the mobility falls by a factor of 2.6, not yet the factor of 3 of the inverse-field law.

## Where the classical result fails

A strong field squeezes the carriers into a layer of thickness $kT/F$, and at some point their motion along $z$ becomes quantized. Confinement to a length $\ell$ costs a kinetic energy of about $\hbar^2/(2m\ell^2)$ and a potential energy of about $F\ell$. These are equal at $\ell^3=\hbar^2/(2mF)$, which gives the energy scale

$$\varepsilon=F\ell=\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}.$$

For a hard wall the two lowest levels lie at $2.34\,\varepsilon$ and $4.09\,\varepsilon$, from the zeros of the Airy function. The classical treatment needs $\varepsilon\ll kT$. Inserting $F=\sqrt{2mkT}/(\alpha\tau)$ removes the mass:

$$\frac{\varepsilon}{kT}=\left(\frac{\hbar}{\alpha\tau kT}\right)^{2/3}.$$

The classical inverse-field law therefore requires

$$\frac{\hbar}{\tau kT}\ll\alpha\ll1.$$

In the example the left side is 0.025, yet no field satisfies both conditions well. At 10 kV/cm the ratio $\varepsilon/kT$ is 0.19, but the asymptote is still 27% too high. At 30 kV/cm, where the asymptote is good to 9%, the ratio has risen to 0.40, and the classical layer thickness $kT/F$ is only 8.6 nm. The lowest level then lies at $0.95\,kT$ and the next one $0.71\,kT$ above it. Quantization is no longer a small matter, and the mobility of 601 cm²/(V s) is the value of the classical model rather than a reliable prediction. A longer relaxation time or a higher temperature at fixed $\tau$ widens the window.

The kind of surface matters too, since the formula assumes fully diffuse reflection. A surface that reflects some carriers like a mirror lets part of the drift survive a hit, so the mobility is higher and can exceed $\bar v/E_s$.

Two further conditions concern the carrier density. The carriers must stay nondegenerate at the surface, where they are densest. Their own charge must also leave the field nearly constant: by Gauss's law, $N$ carriers per unit area change the field across the layer by $qN/\epsilon$, with $\epsilon$ the permittivity of the material, and this must be much smaller than $E_s$. Fixed dopant charge of density $N_d$ changes the field across the layer by $qN_d(kT/F)/\epsilon$, which requires $N_d\ll\epsilon E_s^2/kT$. For a relative permittivity of 11.7 at 10 kV/cm these limits are $N\ll6.5\times10^{10}$ cm⁻² and $N_d\ll2.5\times10^{16}$ cm⁻³. If either fails, the potential bends, the hop time is no longer proportional to the launch speed, and the integral that produced the error function changes. The change can be large: when the carriers alone produce a surface field of 30 kV/cm, the potential is logarithmic and $R$ is about 0.31 instead of 0.10.

The printed values, including the quadrature and simulation checks, are in the numerical output below.

## Computed values

```
mass = 0.3 electron masses
temperature = 300 K
bulk relaxation time = 1.0 ps
thermal energy kT = 25.85 meV
bulk mobility = 5863 cm^2/(V s)
mean thermal speed = 1.965e+07 cm/s
hbar/(tau kT) = 0.0255 (no unit)
surface field = 1 kV/cm:
  layer thickness kT/F = 258.52 nm
  alpha = 2.9697, R = 0.8193 (no unit)
  mobility = 4804 cm^2/(V s)
  asymptote = 19646 cm^2/(V s)
  asymptote/mobility = 4.090 (no unit)
  added-rates R = 0.8403 (no unit)
  quantum energy scale/kT = 0.042 (no unit)
surface field = 3 kV/cm:
  layer thickness kT/F = 86.17 nm
  alpha = 0.9899, R = 0.5696 (no unit)
  mobility = 3340 cm^2/(V s)
  asymptote = 6549 cm^2/(V s)
  asymptote/mobility = 1.961 (no unit)
  added-rates R = 0.6370 (no unit)
  quantum energy scale/kT = 0.087 (no unit)
surface field = 10 kV/cm:
  layer thickness kT/F = 25.85 nm
  alpha = 0.2970, R = 0.2633 (no unit)
  mobility = 1544 cm^2/(V s)
  asymptote = 1965 cm^2/(V s)
  asymptote/mobility = 1.273 (no unit)
  added-rates R = 0.3448 (no unit)
  quantum energy scale/kT = 0.194 (no unit)
surface field = 30 kV/cm:
  layer thickness kT/F = 8.62 nm
  alpha = 0.0990, R = 0.1026 (no unit)
  mobility = 601 cm^2/(V s)
  asymptote = 655 cm^2/(V s)
  asymptote/mobility = 1.089 (no unit)
  added-rates R = 0.1493 (no unit)
  quantum energy scale/kT = 0.404 (no unit)
largest quadrature difference in R = 1.5e-15
mean age * F/sqrt(2mkT) = 1.12838 (no unit)
added-rates/true R at alpha=1e-4: 1.5707
simulation alpha=0.3: R = 0.2653 +- 0.0001, formula 0.2654
  surface rate/[F/sqrt(2 pi m kT)] = 1.0002
simulation alpha=1.0: R = 0.5725 +- 0.0002, formula 0.5724
  surface rate/[F/sqrt(2 pi m kT)] = 1.0001
specular simulation alpha=1.0: R = 0.9997 +- 0.0006
```
